\section*{The Cauchy Relation for Cubic Crystals with Central Pair Forces}

\section{How many constants does a cubic crystal need?}

A copper line in a chip is attached, through thin layers, to a silicon wafer that expands less than copper. When the temperature changes, the line is strained, and as long as it deforms elastically, the change of its stress follows from the elastic constants $c_{11}$, $c_{12}$ and $c_{44}$ of the crystal. The constant $c_{12}$ gives the stress along one cube axis caused by stretching along another; $c_{44}$ gives the response to shear. Symmetry alone does not relate them. A simple model of the forces does, and where the relation fails, at least one assumption of the model must be wrong.

The assumptions are these. The nuclei are classical and at rest. The energy is a sum of pair potentials $\phi(r)$ that depend on the distance and on the two species, but not on volume or density. The lattice sums of $\phi$, $r\phi'$ and $r^2\phi''$ converge absolutely, as they do for a power law that falls off faster than $r^{-3}$. Every atom is an inversion centre: each neighbour at $\mathbf R$ has a partner of the same species at $-\mathbf R$. The structure is stable against shifts of its sublattices. If, in addition, the stress is zero, then
\begin{equation}
c_{12}=c_{44}. \label{cauchy}
\end{equation}
These conditions are sufficient, not necessary.

\section{Inversion removes the internal shifts}

A homogeneous deformation $F$ takes each separation $\mathbf R$ to $F\mathbf R$. In a crystal with several atoms per cell, the sublattices may also shift relative to one another, and the elastic constants refer to the energy after these shifts have relaxed.

After the deformation, the neighbours of an atom still come in pairs $\pm F\mathbf R$. The force on the atom is
\begin{equation}
\mathbf f=\sum_{\mathbf R}\phi'(|F\mathbf R|)\,\frac{F\mathbf R}{|F\mathbf R|}=0, \label{force}
\end{equation}
because the terms of $\mathbf R$ and $-\mathbf R$ cancel. The derivative of the cell energy with respect to a sublattice shift is minus this force, so the unshifted structure is stationary for every $F$. Stability makes it a minimum at $F=1$, and by continuity it remains one for small strains. The relaxed energy is therefore the energy of the purely homogeneous deformation.

\section{The lattice sum and its symmetry}

Define the Lagrangian strain $\eta=\tfrac12(F^{T}F-1)$. A separation of initial length $R$ acquires the length $r$, with
\begin{equation}
r^2=\mathbf R^{T}F^{T}F\,\mathbf R=R^2+2R_i\eta_{ij}R_j , \label{length}
\end{equation}
where repeated indices are summed. The squared length $s=r^2$ is linear in $\eta$, so $\partial s/\partial\eta_{ij}=2R_iR_j$ and there is no second derivative. Write $\phi(r)=f(s)$. Since $dr/ds=1/(2r)$,
\begin{equation}
\frac{df}{ds}=\frac{\phi'}{2r},\qquad
\frac{d^2f}{ds^2}=\frac{1}{2r}\frac{d}{dr}\!\left(\frac{\phi'}{2r}\right)
=\frac{1}{4r^2}\left(\phi''-\frac{\phi'}{r}\right). \label{fderiv}
\end{equation}

Take one atom per cell, of volume $\Omega$. Its energy is $E=\tfrac12\sum_{\mathbf R}\phi(r)$; the half shares each bond between its two ends. The first derivative at $\eta=0$ is the initial stress:
\begin{equation}
\frac1\Omega\frac{\partial E}{\partial\eta_{ij}}
=\frac{1}{2\Omega}\sum_{\mathbf R}\frac{\phi'}{R}R_iR_j=-p\,\delta_{ij},
\qquad p=-\frac{1}{6\Omega}\sum_{\mathbf R}\phi' R . \label{pressure}
\end{equation}
Cubic symmetry makes the stress isotropic, and the trace gives $p$, which is positive in compression. The second derivative brings two factors $2R_iR_j$ and $2R_kR_l$, which cancel the 4 in \eqref{fderiv}:
\begin{equation}
C_{ijkl}=\frac1\Omega\frac{\partial^2E}{\partial\eta_{ij}\partial\eta_{kl}}
=\frac{1}{2\Omega}\sum_{\mathbf R}\left(\phi''-\frac{\phi'}{R}\right)\frac{R_iR_jR_kR_l}{R^2}. \label{sum}
\end{equation}
With several atoms per cell, one also sums over the atoms of the cell and takes $\Omega$ as the cell volume.

The product $R_iR_jR_kR_l$ does not change when any two indices are exchanged. Hence $C_{2323}=C_{2233}$, and cubic symmetry gives $C_{2233}=C_{1122}$. For a shear $\eta_{23}=\eta_{32}=\gamma/2$, the four equal terms of $\tfrac12C_{ijkl}\eta_{ij}\eta_{kl}$ add up to $\tfrac12C_{2323}\gamma^2$, so $C_{2323}$ is the shear constant $C_{44}$ for the engineering strain $\gamma$. Thus
\begin{equation}
C_{12}=C_{44}. \label{Csym}
\end{equation}
Nothing has yet been said about the stress.

\section{Where zero stress enters}

The constants $c_{ij}$ relate the change of the true stress $\sigma$ to the strain. Let $S_{ij}=\Omega^{-1}\partial E/\partial\eta_{ij}$. A further small strain $d\varepsilon$ of the deformed crystal changes $\eta$ by $F^{T}d\varepsilon\,F$, so $dE=\Omega\,(FSF^{T})_{kl}\,d\varepsilon_{kl}$. The work is also $\Omega\det F\,\sigma_{kl}\,d\varepsilon_{kl}$. Therefore
\begin{equation}
\sigma=\frac{F S F^{T}}{\det F},\qquad S_{ij}=-p\,\delta_{ij}+C_{ijkl}\eta_{kl}. \label{piola}
\end{equation}
Set $F=1+\varepsilon$ with small symmetric $\varepsilon$. To first order $\eta=\varepsilon$ and $1/\det F=1-\varepsilon_{kk}$, so
\begin{equation}
\sigma_{ij}=-p\,\delta_{ij}+p\,\varepsilon_{kk}\delta_{ij}-2p\,\varepsilon_{ij}+C_{ijkl}\varepsilon_{kl}. \label{sigma}
\end{equation}
A stretch $\varepsilon_{11}$ changes $\sigma_{22}$ by $(C_{12}+p)\varepsilon_{11}$. A shear $\varepsilon_{23}=\gamma/2$ gives $\sigma_{23}=(C_{44}-p)\gamma$. So
\begin{equation}
c_{12}=C_{12}+p,\qquad c_{44}=C_{44}-p,\qquad
c_{12}-c_{44}=C_{12}-C_{44}+2p . \label{general}
\end{equation}
The last relation holds for any cubic energy function. For pair forces, \eqref{Csym} reduces it to $c_{12}-c_{44}=2p$, and $p=0$ gives \eqref{cauchy}. Individual bonds may still be stretched or compressed; only their sum in \eqref{pressure} must vanish.

\section{Diamond: what happens without inversion}

In diamond and zincblende the atoms sit at tetrahedral sites, which are not inversion centres. Let $\mathbf u$ be the shift of one sublattice against the other. Twofold rotations about the cube axes pass through each site, and each reverses two components of $\mathbf u$. A term $u_m\eta_{ij}$ survives all of them only if $m,i,j$ are different. The threefold axes make the remaining coefficients equal, so for symmetric $F$ the part of the cell energy that contains $\mathbf u$ is, to second order,
\begin{equation}
\Delta E=\tfrac12\kappa u^2+\Lambda\,(u_1\gamma_{23}+u_2\gamma_{31}+u_3\gamma_{12}),
\qquad \kappa>0. \label{internal}
\end{equation}
For a shear $\gamma_{23}=\gamma$, setting $\partial\Delta E/\partial u_1=0$ gives $u_1=-\Lambda\gamma/\kappa$ and $\Delta E=-\Lambda^2\gamma^2/(2\kappa)$. Comparison with $\tfrac12\Omega c_{44}\gamma^2$, where $\Omega$ is the cell volume, yields
\begin{equation}
c_{44}=C_{44}^{\rm clamped}-\frac{\Lambda^2}{\Omega\kappa},\qquad c_{12}=C_{12}^{\rm clamped}\qquad(p=0). \label{relaxed}
\end{equation}
The clamped constants, with $\mathbf u=0$, obey \eqref{sum} and are equal. Relaxation lowers $c_{44}$ alone, so stable pair forces with $\Lambda\neq0$ give $c_{44}<c_{12}$.

A two-species model shows the contrast. It has Morse potentials
\begin{equation}
\phi=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right] \label{morse}
\end{equation}
with $\alpha=6$ in reduced units, acting between nearest unlike neighbours ($D=1$) and the twelve nearest like neighbours ($D=0.3$ and $0.7$ for the two species, $r_0=0.74$). The lattice constant is set by zero pressure. In the rocksalt arrangement, with $r_0=0.485$ for unlike pairs, full relaxation from a displaced start gives $c_{44}/c_{12}=1.00000$, although the bonds carry forces. In the zincblende arrangement, with $r_0=0.42$, the ratio is $1.00000$ clamped and $0.896$ relaxed; a shear of $0.01$ shifts the sublattices by $0.0020$ lattice constants.

Silicon has very roughly $c_{12}\approx60$ and $c_{44}\approx80$ GPa, the opposite order. A static, unstressed, stable model with volume-independent central pair forces cannot produce it, whatever the shape of $\phi$. Another interaction is needed, such as one that depends on bond angles.

\section{Metals: what happens beyond pair forces}

In a metal, the strength of a bond depends on how many other bonds the atom has. A simple description, for one atom per cell, adds to the pair energy a function $G(\rho)$ of a neighbour sum $\rho=\sum_{\mathbf R}h(r)$. Differentiating twice,
\begin{equation}
\frac{\partial^2G}{\partial\eta_{ij}\partial\eta_{kl}}
=G'\frac{\partial^2\rho}{\partial\eta_{ij}\partial\eta_{kl}}+G''W_{ij}W_{kl},
\qquad W_{ij}=\frac{\partial\rho}{\partial\eta_{ij}}=\sum_{\mathbf R}h'\frac{R_iR_j}{R}=W\delta_{ij}. \label{embed}
\end{equation}
The first term is a pair sum, symmetric in all four indices like \eqref{sum}. The second contributes to $C_{1122}$ but not to $C_{2323}$, since $W_{23}=0$. At zero total stress, \eqref{general} gives
\begin{equation}
c_{12}-c_{44}=\frac{G''W^2}{\Omega}. \label{manybody}
\end{equation}
The sign is that of $G''$. A linear $G$ is a pair potential in disguise and restores the equality. Under a pressure $p$, negative for tension, $2p$ is added to \eqref{manybody}. It can cancel that term only if $p$ and $G''$ have opposite signs: for $G''>0$ this takes tension, while in compression both terms are positive. In the many-body model below it takes a tension of about $16$ GPa, far above the stresses in a real line. Because such a cancellation is possible in principle, an observed equality does not prove that the forces are central pair forces.

\section{A copper-like example}

Take an fcc crystal with lattice constant $a=0.36$ nm, cohesive energy $E_c=3.5$ eV per atom and bulk modulus $B=140$ GPa. These are rough values for copper. The volume per atom is $\Omega=a^3/4=0.011664$ nm$^3$.

\subsection{The pair model}

The Morse potential \eqref{morse}, summed over eight neighbour shells, has three parameters. Zero pressure, $E_c$ and $B$ fix them: $D=0.3399$ eV, $\alpha=13.58$ nm$^{-1}$, $r_0=0.2854$ nm.

The nearest neighbours lie at $R=a/\sqrt2=0.2546$ nm, inside $r_0$, and repel. There $\phi''\approx389$ eV/nm$^2$ and $\phi'/R\approx-29$ eV/nm$^2$. Four of the twelve have $R_1^2R_2^2/R^2=R^2/4$ and the others contribute nothing, so their part of the sum \eqref{sum} for $C_{12}$, which equals $c_{12}$ when the total pressure is zero, is
\begin{equation}
\frac{(389+29)\times0.0648}{2\times0.011664}\ \frac{\rm eV}{{\rm nm}^3}
\approx1161\ \frac{\rm eV}{{\rm nm}^3}\approx186\ {\rm GPa},
\end{equation}
with $1$ eV/nm$^3=0.1602$ GPa. This shell alone would exert a pressure of $51.0$ GPa. The seven outer shells attract and cancel it. They also lower the sum for $C_{12}$, by $64.5$ GPa, so that
\begin{equation}
c_{12}=c_{44}=121.2\ {\rm GPa},\qquad c_{11}=177.5\ {\rm GPa}.
\end{equation}
Second differences of the energy, taken separately for the three strains, give the same values. The numbers belong to the eight-shell cutoff: refitting with all neighbours out to $4a$ gives $c_{12}=c_{44}=122.9$ and $c_{11}=174.3$ GPa. The equality survives large cancelling contributions, because each shell separately obeys $C_{12}=C_{44}$ and the pressures of the shells add up to zero.

\subsection{Residual stress}

A confined line may carry a hydrostatic tension of order $0.3$ GPa, so $p=-0.3$ GPa. Stress differences in the pair model then give $c_{12}=119.92$ and $c_{44}=120.52$ GPa. Their difference, $-0.60$ GPa, is $2p$ as predicted. At $p=10$ GPa the same calculation gives $+20.0$ GPa. A stress that is not hydrostatic lowers the cubic symmetry and lies outside \eqref{general}.

\subsection{Many-body bonding}

The second-moment tight-binding (Gupta) model takes $G\propto-\sqrt\rho$. With nearest neighbours only, and all distances scaled by $1+x$, its energy per atom is
\begin{equation}
E(x)=E_r e^{-mx}-E_b e^{-qx}. \label{gupta}
\end{equation}
Here $m$ is the repulsion exponent, and $\rho=\sum e^{-2q(r/R-1)}$ equals 12 at $x=0$. The conditions $E(0)=-E_c$ and $E'(0)=0$ read $E_b-E_r=E_c$ and $mE_r=qE_b$, so
\begin{equation}
E_b=\frac{mE_c}{m-q},\qquad E_r=\frac{qE_c}{m-q},\qquad
E''(0)=m^2E_r-q^2E_b=mqE_c .
\end{equation}
Since the volume changes by $3\Omega\,dx$, $B=E''(0)/(9\Omega)$ and $q=9B\Omega/(mE_c)$. Choosing $m=11$ gives $q=2.383$ and $E_b=4.468$ eV.

For \eqref{manybody}, $h'=-2q/R$ and $\sum R_1^2=4R^2$, so $W=-8q=-19.06$. From $G=-E_b\sqrt{\rho/12}$ follows $G''=E_b/(4\sqrt{12}\,\rho^{3/2})=E_b/576=0.00776$ eV. Hence
\begin{equation}
c_{12}-c_{44}=\frac{64q^2E_b}{576\,\Omega}=\frac{q^2E_b}{9\Omega}
\approx242\ \frac{\rm eV}{{\rm nm}^3}\approx38.7\ {\rm GPa}. \label{result}
\end{equation}
Energy differences confirm this, with $c_{11}=190.7$, $c_{12}=114.7$ and $c_{44}=76.0$ GPa. The size depends on the choice of $m$: the same formulas give $67$ GPa for $m=9$ and $26$ GPa for $m=13$.

The anisotropy ratio $2c_{44}/(c_{11}-c_{12})$ is $4.3$ in the eight-shell pair model ($4.8$ with neighbours out to $4a$) and $2.0$ in the Gupta model. The second value follows from the range. For twelve nearest neighbours, the symmetric part of $C$ has $C_{11}=2C_{12}=2C_{44}$, while the $G''$ term drops out of $c_{11}-c_{12}$ and of $c_{44}$. With five shells, $m=11$ and the other parameters refitted, the ratio rises to about $3.2$ and $c_{12}-c_{44}$ to about $41$ GPa.

\subsection{Vibrations}

At 373 K the free energy contains, besides the static energy, the term $\sum[\hbar\omega/2+k_BT\ln(1-e^{-\hbar\omega/k_BT})]$ over the phonons. The frequencies come from eigenvalues of matrices built from all the bonds. Their dependence on strain is not a sum of functions of single distances, and \eqref{sum} no longer applies.

In the quasi-harmonic approximation, for the Morse crystal with a copper-like atomic mass of $63.5$ u, zero total stress moves the lattice constant to $0.3616$ nm. The isothermal constants are $c_{12}=115.5$ and $c_{44}=113.8$ GPa, a difference of $1.7$ GPa. Changing the wave-vector mesh from 10 to 14 divisions per axis moves this difference by $0.06$ GPa, and finer meshes lower it by a further $0.03$ GPa. Refitting the potential with neighbours out to about $3a$ raises it, and the adiabatic difference below, by about $0.1$ GPa.

If the strain is too fast for heat to flow, the entropy per atom $\mathcal S$ is fixed. With $\mathcal S_1=\partial\mathcal S/\partial\eta_{11}$ and $C_v$ the heat capacity per atom, $0=\mathcal S_1d\eta_{11}+(C_v/T)dT$. The stress along axis 2 changes with temperature by $-\mathcal S_1/\Omega$ per kelvin, by equality of mixed derivatives of the free energy and cubic symmetry. Therefore
\begin{equation}
c_{12}^{\rm ad}-c_{12}^{\rm iso}=\left(-\frac{\mathcal S_1}{\Omega}\right)\left(-\frac{T\mathcal S_1}{C_v}\right)
=\frac{T\mathcal S_1^2}{C_v\Omega}=2.1\ {\rm GPa}.
\end{equation}
Shears $\gamma$ and $-\gamma$ are equivalent, so $\mathcal S$ has no linear term in $\gamma$ and $c_{44}$ does not change. The adiabatic difference $c_{12}-c_{44}$ is $3.8$ GPa, as energies at fixed entropy confirm.

\subsection{Comparison with copper}

Copper has roughly $c_{12}\approx120$ and $c_{44}\approx75$ GPa. The pair model comes close to the first and overestimates the second by about 60\%: a shear strain of $0.001$ on the cube axes would give a stress of $0.12$ GPa instead of about $0.075$ GPa. In these models, the assumption whose failure matters most is the pair form: many-body bonding moves $c_{12}-c_{44}$ by about $40$ GPa for $m=11$, vibrations of the Morse crystal by 2 to 4 GPa, and the assumed residual stress by $0.6$ GPa. The Morse crystal's highest phonon energy on the mesh, $43$ meV, is well above copper's, roughly $30$ meV, so its vibrational shift need not hold for copper, in size or in sign. Neither model treats the electrons explicitly, and real lines are polycrystalline, so their stiffness also depends on grain orientation. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: a = 0.36 nm, E_coh = 3.5 eV, B = 140 GPa
Volume per atom: 0.011664 nm^3; neighbours: 140
Morse depth: 0.3399 eV
Morse alpha: 13.581 1/nm; r0: 0.2854 nm
Shell: number, distance nm, pressure, c11, c12 parts in GPa
  12  0.2546    51.021   371.545   185.773
   6  0.3600   -10.558   -32.763     0.000
  24  0.4409   -23.786   -73.309   -36.654
  12  0.5091    -5.890   -22.284   -11.142
  24  0.5692    -5.987   -42.039    -4.614
   8  0.6235    -1.057    -3.306    -3.306
  48  0.6735    -3.493   -17.641    -8.820
   6  0.7200    -0.249    -2.675     0.000
Sum of pressure parts: 0.000 GPa
Pair model, energy differences: c11, c12, c44 = 177.53, 121.24, 121.24 GPa
Pair model, lattice sum: c11, c12 = c44: 177.53, 121.24 GPa
p = -0.3 GPa: c12 = 119.92, c44 = 120.52, c12-c44 = -0.600 GPa
p = 10.0 GPa: c12 = 163.34, c44 = 143.34, c12-c44 = 20.000 GPa
Rocksalt model, relaxed c44/c12: 1.00000
Diamond model, clamped c44/c12: 1.00000
Diamond model, relaxed c44/c12: 0.89632
Diamond sublattice shift at shear 0.01: 0.00196 a
Gupta model: p = 11, q = 2.383
Gupta band energy: 4.468 eV; repulsion: 0.968 eV
Gupta W = -19.061, G'' = 0.007756 eV
Gupta c11, c12, c44 = 190.65, 114.68, 75.97 GPa
Many-body c12-c44, formula: 38.71 GPa
Anisotropy 2c44/(c11-c12): pair 4.307, Gupta 2.000
T = 373 K, mass = 63.5 u
Highest phonon energy on mesh: 43.26 meV
Lattice constant at T: 0.36161 nm; C_v: 2.821 k_B
Isothermal c11, c12, c44 = 166.05, 115.52, 113.79 GPa
Adiabatic c11, c12, c44 = 168.13, 117.60, 113.79 GPa
c12-c44 isothermal: 1.73 GPa; adiabatic: 3.81 GPa
Adiabatic gain of c12, formula: 2.08 GPa
Change of isothermal c12-c44 with mesh: 0.055 GPa
\end{verbatim}
